# Weak-field Hall coefficient of a metal film on a conducting liner

**Question**

I have a flat metal film on a conducting liner, in electrical contact over its whole area. Current flows along $x$, the magnetic field $B$ is along $z$, and I measure the Hall voltage across $y$. I am asked to show that layer $i$, with Hall coefficient $R_i$, conductivity $\sigma_i$ and thickness $d_i$, contributes $R_i\sigma_i^2d_i$ divided by the square of the total sheet conductance.

I tried setting the transverse current to zero in each layer. That gives a Hall field $R_iJ_{x,i}B$, which differs from layer to layer, although the layers touch. I also tried adding $d_i/R_i$, like parallel conductances, and got a different formula. Where does $\sigma_i^2$ come from, and what does the liner do in practice? My numbers are:

- metal: 10 nm, 5 µΩ cm, $R_1=-0.7\times10^{-10}$ m³/C;
- chromium liner: 3 nm, 30 µΩ cm, $R_2=+4\times10^{-10}$ m³/C.

**Answer**

The condition $J_y=0$ in each layer is too strong. An open Hall circuit requires zero *total* transverse current. The layers may carry opposite transverse currents, which close through the interface near the edges of the strip.

**One layer**

I use atomic units with the Lorentz force $q(\mathbf E+\mathbf u\times\mathbf B)$; the result has the same form in SI. For one carrier type of density $n$, mass $m$, drift velocity $\mathbf u$ and relaxation time $\tau$, steady drift means

$$q\mathbf E+q\,\mathbf u\times\mathbf B=\frac{m\mathbf u}{\tau}.$$

Put $\mathbf J=nq\mathbf u$, $\rho=m/(nq^2\tau)$ and $R=1/(nq)$. Then $\mathbf E=\rho\mathbf J-R\,\mathbf J\times\mathbf B$. Since $\mathbf J\times\mathbf B=(J_yB,\,-J_xB,\,0)$,

$$E_x=\rho J_x-RBJ_y,\qquad E_y=\rho J_y+RBJ_x .$$

Electrons have $q<0$, hence $R<0$. For a metal with several kinds of carrier, such as chromium, I keep this linear law and let $R$ be the layer's weak-field Hall coefficient. The layer is assumed uniform, isotropic in its plane and free of an anomalous Hall effect.

To solve for the currents, multiply the first equation by $\rho$, the second by $RB$, and add; the $J_y$ terms cancel. Then multiply the second by $\rho$, the first by $RB$, and subtract; the $J_x$ terms cancel:

$$J_x=\frac{\rho E_x+RBE_y}{\rho^2+R^2B^2},\qquad
J_y=\frac{\rho E_y-RBE_x}{\rho^2+R^2B^2}.$$

With $\sigma=1/\rho$, the common factor is $\sigma^2[1-(R\sigma B)^2+\dots]$. For $|R\sigma B|\ll1$, to first order in $B$,

$$J_x=\sigma E_x+R\sigma^2BE_y,\qquad J_y=\sigma E_y-R\sigma^2BE_x .$$

This is the origin of $\sigma^2$. One factor $\sigma$ turns $E_x$ into the longitudinal current on which the magnetic force acts. The other turns that force into a transverse current.

**What the layers share**

In a steady state $\nabla\times\mathbf E=0$, so $\partial_zE_y=\partial_yE_z$ and $\partial_zE_x=\partial_xE_z$. In a long, wide strip, away from the edges, nothing varies along $x$ or $y$. The right-hand sides vanish, and $E_x$ and $E_y$ are the same at every depth. No current crosses the interface there, so a contact resistance causes no potential step.

**Adding the layers**

Let $K_x,K_y$ be the sheet currents, that is, the current densities integrated over thickness. Define

$$G_i=\sigma_id_i,\quad G=\sum_iG_i,\quad H_i=R_i\sigma_i^2d_i,\quad H=\sum_iH_i .$$

Summing $J_{y,i}d_i$ with common fields gives

$$K_y=GE_y-HBE_x=0\quad\Rightarrow\quad E_y=\frac{H}{G}BE_x .$$

The longitudinal sheet current is $K_x=GE_x+HBE_y$, up to further terms of order $B^2$. Because $E_y$ is itself proportional to $B$, the second term is also of order $B^2$. Thus $E_x=K_x/G$ to the order needed, and

$$\boxed{R_s\equiv\frac{E_y}{K_xB}=\frac{H}{G^2}
=\frac{\sum_iR_i\sigma_i^2d_i}{\left(\sum_i\sigma_id_i\right)^2}}$$

One factor $1/G$ comes from cancelling the total transverse current, the other from expressing $E_x$ through the applied current. For a strip of width $w$, $V_H=E_yw$ and $I=K_xw$, so $R_s=V_H/(IB)$. Here $V_H$ is the potential at the low-$y$ edge minus that at the high-$y$ edge.

With the current fraction $f_i=G_i/G$, the same result reads

$$R_s=\sum_i f_i^2\,\frac{R_i}{d_i},$$

because $R_i\sigma_i^2d_i=R_iG_i^2/d_i$. A single layer gives $R/d$, as it should.

Your first attempt can be repaired. The field $R_i\sigma_iBE_x$ is what layer $i$ would develop if isolated. Since $H_i=G_iR_i\sigma_i$, the actual field $HBE_x/G$ is the average of these isolated fields, weighted by sheet conductance.

As a test of the common-field argument, take three layers in dimensionless units with $\sigma=(1,\,0.5,\,0.25)$, $R=(-1,\,1,\,2)$ and $d=(1,\,1.5,\,0.5)$. The formula gives

$$R_s=\frac{-1+0.375+0.0625}{(1.875)^2}=-0.160 .$$

A numerical solution for the potential over the whole cross-section, without assuming a common $E_y$, also gives $-0.160000$. It used strips of width 30 and 60; the difference of their voltages removes the constant contribution of the edges.

**When $d_i/R_i$ does add**

Your second attempt belongs to the opposite limit, $|R_i\sigma_iB|\gg1$ in every layer. In this section I take $R_i$ and $\rho_i$ as independent of field, as for one carrier type; a metal with several kinds of carrier need not obey this. The inverted layer law then gives $J_{x,i}\approx E_y/(R_iB)$ and $J_{y,i}\approx-E_x/(R_iB)+\rho_iE_y/(R_iB)^2$. If $N=\sum_id_i/R_i$ is nonzero, $K_y=0$ makes $E_x$ smaller than $E_y$ by a factor of order $1/B$. The leading longitudinal current is $K_x=NE_y/B$, so $R_s\to1/N$.

For the three test layers this is $1/0.75=+1.333$. Even the sign differs from the weak-field value. Your film is far from this limit: with your values, $|R_i\sigma_iB|$ reaches 1 only at about 700 T.

Between the limits, $R_s$ is even in $B$: reversing $B$, $E_y$ and $J_y$ together leaves the layer equations unchanged. The first correction is therefore of order $B^2$. If $H$ nearly cancels, small $|R_i\sigma_iB|$ is not sufficient. The next term in $J_y$ contains $R_i^3\sigma_i^4B^3E_x$, whose sum has different weights and need not cancel with $H$. It must also be small compared with what remains of $H$.

**Your film**

The sheet conductances are

$$G_1=\frac{10\ \text{nm}}{5\ \mu\Omega\,\text{cm}}=0.200\ \text S,\qquad
G_2=\frac{3\ \text{nm}}{30\ \mu\Omega\,\text{cm}}=0.010\ \text S,$$

so $G=0.210$ S, and the liner carries 4.8% of the current. From $H_i=R_iG_i^2/d_i$,

$$H_1=-280\ \mu\text{S/T},\qquad H_2=+13.3\ \mu\text{S/T}.$$

Dividing by $G^2=0.0441\ \text S^2$ gives

$$R_s=(-6.35+0.30)\ \text{m}\Omega/\text T=-6.05\ \text{m}\Omega/\text T,$$

or $-0.097$ Å² per elementary charge. At 10 µA and 1 T the Hall voltage is about $-60$ nV.

The same metal layer alone would give $R_1/d_1=-7.00$ mΩ/T. The liner reduces the magnitude by 13.6%. Of this, 9.3 percentage points come from shunting, since $f_1^2=0.907$; the other 4.3 come from the liner's positive Hall coefficient. If you ignored the liner and calculated a density from $1/(e|R_s|d_1)$, you would get $1.03\times10^{23}$ cm⁻³ instead of $0.89\times10^{23}$ cm⁻³, which is 16% too high.

The circulating current is also visible here. The transverse sheet current in the metal is

$$K_{1y}=\left(\frac{G_1H}{G}-H_1\right)BE_x=(-254+280)\ \frac{\mu\text S}{\text T}\,BE_x,$$

or $+26$ µS/T times $BE_x$. The liner carries the opposite amount.

**How wide must the strip be?**

Let the interface have resistance times area $r$, and neglect potential differences across the thickness of each layer. Put $y=0$ at the centre and write $k(y)=K_{1y}=-K_{2y}$, $a_i=R_i\sigma_i=H_i/G_i$. The layer laws give

$$E_{1y}=\frac{k}{G_1}+a_1BE_x,\qquad E_{2y}=-\frac{k}{G_2}+a_2BE_x .$$

Per unit area, a current $(\phi_1-\phi_2)/r$ leaves layer 1, where $\phi_i$ are the potentials, so $k'=-(\phi_1-\phi_2)/r$. Differentiate once more and use $\phi_i'=-E_{iy}$:

$$k''=\frac{E_{1y}-E_{2y}}{r}=\frac{k-k_\infty}{\lambda^2},$$

$$\lambda^2=\frac{rG_1G_2}{G},\qquad k_\infty=-(a_1-a_2)\frac{G_1G_2}{G}BE_x .$$

No current leaves the edges, so $k(\pm w/2)=0$ and

$$k=k_\infty\left[1-\frac{\cosh(y/\lambda)}{\cosh(w/2\lambda)}\right].$$

Its average over the width is $k_\infty(1-T)$, with $T=\tanh(w/2\lambda)/(w/2\lambda)$. The average field in layer 1 is therefore

$$\overline{E_{1y}}=\left[a_1-(1-T)(a_1-a_2)\frac{G_2}{G}\right]BE_x .$$

Since $a_1-(a_1-a_2)G_2/G=(a_1G_1+a_2G_2)/G=H/G$, division by $K_xB=GE_xB$ gives the reading on layer 1:

$$R_s^{(1)}=(1-T)\frac{H}{G^2}+T\,\frac{R_1\sigma_1}{G}.$$

For $w\gg\lambda$, $T\to0$ and the parallel-layer result returns. For $w\ll\lambda$, $T\to1$ and the metal shows its own isolated Hall field. With a rough $r=1$ fΩ m², the formula gives $\lambda\approx3$ nm for your layers. In a line 200 nm wide, $T\approx0.03$ and the magnitude of $R_s^{(1)}$ rises by 0.3%. This shows only the order of magnitude: the resistances across the layers, $d_i/\sigma_i=0.5$ and $0.9$ fΩ m², are not small compared with $r$, so the potential differences neglected above matter here. With the cross-section resolved, the change in magnitude depends on where the probe touches: about $+0.6$% at the top of the metal, $+0.4$% averaged over its thickness, $-0.2$% at the interface, and about $-8$% on the liner. A $\lambda$ of 3 nm is also shorter than the mean free path estimated below, so the local layer law is strained on this scale.

**Comparison with a real film**

Chromium is used as an adhesion layer, and your values for it are of a plausible order, though a film only 3 nm thick can be much more resistive; the metal's are round model values. The liner's effect depends strongly on this: at 100 µΩ cm, with the other values unchanged, it would lower the magnitude of $R_s$ by only 3.3% instead of 13.6%. Another assumption strained at 10 nm is that conduction is local. To estimate the effect, suppose that the metal has free electrons, that both faces scatter diffusely, and that this scattering alone raises its resistivity to 5 µΩ cm. Let $t$ be the time since an electron left a face, in units of $\tau$. Its contribution to $\sigma_{xx}$ is multiplied by the factor

$$\int_0^t e^{-s}\,ds=1-e^{-t}.$$

The Hall current needs an extra factor $s$ in the integral for the angle turned, so its contribution is multiplied by

$$\int_0^t s\,e^{-s}\,ds=1-(1+t)e^{-t}.$$

Let $A$ and $C$ be the averages of these two factors over depth and direction, weighted by the square of the velocity along the current. Because the Hall conductivity is proportional to $R\sigma^2$, the Hall coefficient is multiplied by $C/A^2$. With the electron density taken as $1/(e|R_1|)=8.9\times10^{22}$ cm⁻³, the estimate gives a bulk resistivity of 2.2 µΩ cm, a mean free path of 29 nm and $C/A^2=1.12$. If your $R_1$ is a bulk value, the magnitude of $R_s$ would then be about 13% larger at the same film resistivity. That is comparable with the liner's whole effect, so $R_i$ and $\sigma_i$ should be values for the layers as they stand in the stack. The size of this factor is uncertain. A density of $5.9\times10^{22}$ cm⁻³ at the same film resistivity gives $C/A^2=1.31$. Grain boundaries also raise a real film's resistivity, and this estimate leaves them out. If interior scattering shortens the mean free path, the factor drops to 1.05 when the thickness is half the mean free path and to 1.01 at 0.7 of it.

The other effects estimated are smaller:

- At 1 T the largest $|R_i\sigma_iB|$ is 0.0014. With field-independent $R_i$ and $\rho_i$, the finite-field correction is about $3\times10^{-5}$%.
- Warming from 300 to 380 K lowers the magnitude of $R_s$ by 1.5%, for assumed resistivity slopes of 0.002 per K (metal) and 0.001 per K (liner) and fixed Hall coefficients. In the surface-scattering model above, $R_1$ is not fixed: the shorter mean free path lowers $C/A^2$ from 1.12 to 1.06, and the magnitude of $R_s$ then falls by about 7% in all.
- Chromium's Hall coefficient is uncertain, partly because the magnetic order of bulk chromium changes near room temperature, and a thin film may differ. Halving it raises the magnitude of $R_s$ by 2.5%.

The formula is for flat layers. A line whose liner also covers the side walls needs a solution for that cross-section. The numerical output below lists the inputs and the main results.

## Computed values

```
TEST STACK (dimensionless)
R_s from resolved cross-section: -0.160000
R_s from formula: -0.160000
deviation ratio when B doubles: 4.0000
strong-field R_s, tensor: 1.33333
strong-field R_s, limit formula: 1.33333
EXAMPLE INPUTS (metal: model; Cr liner: rough typical)
metal thickness: 10.0 nm
metal resistivity: 5.0 uohm cm
metal Hall coefficient: -0.70 x 1e-10 m^3/C
Cr liner thickness: 3.0 nm
Cr liner resistivity: 30.0 uohm cm
Cr liner Hall coefficient: +4.00 x 1e-10 m^3/C
field: 1.0 T; current: 10.0 uA
line width: 200 nm
EXAMPLE RESULTS
metal sheet conductance: 0.2000 S
metal current fraction: 0.9524
metal R sigma^2 d: -280.00 uS/T x S ohm
metal part of R_s: -6.3492 mohm/T
Cr liner sheet conductance: 0.0100 S
Cr liner current fraction: 0.0476
Cr liner R sigma^2 d: +13.33 uS/T x S ohm
Cr liner part of R_s: +0.3023 mohm/T
total sheet conductance: 0.2100 S
sheet Hall coefficient R_s: -6.0469 mohm/T
R_s converted: -0.09688 angstrom^2 per e
metal alone, R/d: -7.0000 mohm/T
change of R_s due to liner: -13.62 %
change from shunting only: -9.30 %
Hall voltage: -60.47 nV
metal carrier density: 8.916e+22 cm^-3
apparent density, liner ignored: 1.032e+23 cm^-3
NEGLECTED EFFECTS (relative change of R_s)
largest |R sigma B|: 1.40e-03
finite field: +3.2e-05 %
interface resistance (rough): 1.0 fohm m^2
transfer length: 3.09 nm
interface effect at line width: +0.32 %
rough resistivity slopes: 0.002, 0.001 per K
warming 300 to 380 K: -1.46 %
Cr Hall coefficient halved: +2.50 %
inferred bulk resistivity: 2.17 uohm cm
bulk mean free path: 29.4 nm
film/bulk Hall coefficient, diffuse faces: 1.121
surface scattering, if R was bulk: +12.7 %
```
